# Surface-temperature error and the evaporation coefficient of water near 273 K

## Problem

A flat surface of pure water at \(T=273.15\) K evaporates steadily into its own vapour, whose pressure is held one percent below saturation. The evaporation coefficient \(a\) is to be inferred from the measured mass flux, the vapour pressure and a thermometer reading.

(a) Which error in the surface temperature is equivalent to the entire driving force?

(b) If the true coefficient is 0.1, what is inferred for thermometer errors up to 0.2 K, and how good must the thermometer be for an accuracy of 10 percent?

(c) The water is a film 100 micrometres thick, fed through a porous plate that carries the thermometer. What is inferred if the plate temperature is taken for the surface temperature?

Use these rough properties of water: saturation pressure 4.60 Torr, latent heat \(L=45.0\) kJ/mol, molar mass \(M=18.015\) g/mol and liquid conductivity \(k=0.56\) W/(m K). The true coefficient and the film thickness are chosen values.

## Solution

### The flux and its driving force

Let \(p_s(T)\) be the saturation pressure at the true surface temperature \(T\), and write the vapour pressure as

\[
p_v=(1-e)\,p_s(T),\qquad e=0.01 .
\]

The flux \(J\) is counted positive when mass leaves the liquid.

First consider a vapour at rest with number density \(n\), molecular mass \(m\) and temperature \(T\). Molecules approaching the surface with normal speed \(v>0\) contribute \(v\) times their density to the number flux. With the Maxwell distribution,

\[
n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}} .
\]

Multiplying by \(m\), inserting \(n=p/k_BT\) and using \(m/k_B=M/R\) gives the impinging mass flux

\[
j(p,T)=p\sqrt{\frac{M}{2\pi RT}} .
\]

A fraction \(a\) of the impinging molecules is assumed to condense. At saturation the net flux vanishes, so the liquid then emits \(a\,j(p_s,T)\). The second assumption is that emission depends on the liquid temperature alone and keeps this value when the vapour pressure is lowered. With the vapour at the surface temperature, the difference between emission and return is the Hertz-Knudsen law:

\[
J=a\,(p_s-p_v)\sqrt{\frac{M}{2\pi RT}}
=a\,e\,p_s\sqrt{\frac{M}{2\pi RT}} .
\]

The flux is thus a small difference between two large opposing fluxes. Here the driving force \(p_s-p_v\) is \(0.01\times4.60=0.0460\) Torr. The smaller \(e\) is, the more precisely \(p_s\), and hence the temperature, must be known.

### (a) The equivalent temperature error

Along the coexistence line, liquid and vapour have equal chemical potentials. A small step \((dT,dp)\) along the line must change both by the same amount:

\[
-s_l\,dT+v_l\,dp=-s_v\,dT+v_v\,dp ,
\]

where \(s\) and \(v\) are molar entropies and volumes. Collecting terms and using \(s_v-s_l=L/T\),

\[
\frac{dp_s}{dT}=\frac{s_v-s_l}{v_v-v_l}=\frac{L}{T(v_v-v_l)} .
\]

At this low pressure the liquid volume is negligible beside that of the vapour, and the vapour is nearly ideal, so \(v_v-v_l\approx RT/p_s\). Dividing by \(p_s\) gives the relative slope

\[
b\equiv\frac{d\ln p_s}{dT}=\frac{L}{RT^2}=7.254\ \text{percent/K}.
\]

The equivalent error \(\Delta T^*\) is the amount by which the surface would have to be colder for its saturation pressure to equal \(p_v\). To first order,

\[
p_s(T-\Delta T^*)\approx p_s(T)\,(1-b\,\Delta T^*)=(1-e)\,p_s(T),
\]

and therefore

\[
\boxed{\Delta T^*=\frac{e}{b}=\frac{e\,RT^2}{L}}
\qquad
\Delta T^*=\frac{0.01}{0.07254\ \text{K}^{-1}}=0.1379\ \text{K}.
\]

The coefficient \(a\) has dropped out, because it multiplies the driving force without changing the temperature at which that force vanishes.

The size of the next term can be found by integrating the slope at constant \(L\). With \(\delta\) the exact temperature difference,

\[
\frac1{T-\delta}-\frac1T=-\frac RL\ln(1-e).
\]

Expanding both sides to second order and multiplying by \(T^2\),

\[
\delta+\frac{\delta^2}{T}=\frac{RT^2}{L}\left(e+\frac{e^2}{2}\right),
\qquad
\delta\approx\Delta T^*\left(1+\frac e2-\frac{\Delta T^*}{T}\right).
\]

The bracket is \(1+0.0050-0.0005\), which gives 0.1385 K. The full numerical root, found from equal Gibbs functions of liquid and vapour, is also 0.1385 K. The answer to (a) is 0.14 K.

### (b) What a wrong temperature does to the coefficient

Let the thermometer read \(T_m=T+d\), so that positive \(d\) means a reading that is too high. The true flux \(J\) is measured correctly, but it is divided by the flux expected for \(a=1\) at the wrong temperature:

\[
a_{\rm app}=\frac{J}{[p_s(T+d)-p_v]\sqrt{M/2\pi R(T+d)}} .
\]

The square root changes by the relative amount \(-d/2T\), which is about 0.03 percent for \(d=0.14\) K, and is dropped. The pressure difference cannot be treated so lightly:

\[
p_s(T+d)-p_v\approx p_s\,[(1+bd)-(1-e)]=p_s\,(e+bd).
\]

Inserting \(J\) and cancelling the common factors,

\[
a_{\rm app}=a\,\frac{e}{e+bd}
=\frac{a}{1+d/\Delta T^*},
\]

where the last step uses \(b/e=1/\Delta T^*\). For \(d=+0.05\) K, for example, \(a_{\rm app}=0.1/(1+0.363)=0.0734\). The table compares this formula with the full calculation, which keeps the curvature of \(p_s(T)\) and the square root.

| Error \(d\) (K) | Formula | Full |
|---:|---:|---:|
| −0.20 | −0.222 | −0.226 |
| −0.10 | 0.364 | 0.361 |
| −0.05 | 0.157 | 0.157 |
| +0.05 | 0.073 | 0.073 |
| +0.1379 | 0.050 | 0.050 |
| +0.20 | 0.041 | 0.041 |

The response is lopsided. A reading too high by \(\Delta T^*\) doubles the apparent driving force and halves the coefficient. A reading too low by the same amount removes the apparent driving force, and the inferred coefficient diverges. For a still lower reading the water seems to evaporate into supersaturated vapour, and the coefficient comes out negative. A negative value exposes the error, whereas a value such as 0.05 looks quite plausible.

For a result 10 percent too high, \(1+d/\Delta T^*=1/1.1\), hence \(d=-\Delta T^*/11\). For one 10 percent too low, \(1+d/\Delta T^*=1/0.9\), hence \(d=+\Delta T^*/9\). The permitted range is

\[
-0.0125\ \text{K}<d<+0.0153\ \text{K}.
\]

An error of a few millikelvin therefore does little harm, whereas errors of up to 0.05 K in either direction already allow any value from 0.073 to 0.157.

Since \(\Delta T^*\) is proportional to \(e\), a larger deficit helps against a fixed thermometer error. At a deficit of 10 percent the full root is 1.444 K. The linear formula gives 1.379 K, so the second-order terms are now visible. The larger flux, however, makes another error grow.

### (c) A thermometer beneath the film

Evaporation consumes the heat flux \(q=JL/M\). Suppose that all of it is conducted through the film from the plate. In the steady state the temperature then rises linearly from the surface to the plate, and the thermometer reads too high by

\[
d=\frac{qh}{k}=\frac{JLh}{Mk},
\]

where \(h\) is the film thickness. This is a systematic error with a definite sign, present even if the thermometer itself is perfect.

Dividing by \(\Delta T^*=eRT^2/L\) and inserting the Hertz-Knudsen flux,

\[
\frac{d}{\Delta T^*}
=\frac{Lh}{Mk}\;a\,e\,p_s\sqrt{\frac{M}{2\pi RT}}\;\frac{L}{eRT^2}
=\frac{ah}{z^*},
\]

with the length

\[
z^*=\frac{k\,(RT^2/L)}{(L/M)\,p_s\sqrt{M/2\pi RT}} .
\]

The deficit \(e\) has cancelled: to first order the flux, and with it the film error, grows in step with \(\Delta T^*\). A larger deficit therefore does not cure this error. Substitution in the result of part (b) gives

\[
\boxed{a_{\rm app}=\frac{a}{1+ah/z^*}},
\qquad
\frac1{a_{\rm app}}=\frac1a+\frac h{z^*} .
\]

The second form describes two resistances in series, one at the surface and one in the liquid. For \(h\ll z^*/a\) the surface dominates and the true coefficient is recovered. For \(h\gg z^*/a\) the result tends to \(z^*/h\), which contains the conductivity and the thickness but no longer the coefficient.

For the numbers, the flux at \(a=0.1\) is \(J=0.0689\) mg/(cm\(^2\) s). The latent heat per gram is \(45000/18.015=2498\) J/g, so

\[
q=0.0689\times10^{-3}\times2498=0.172\ \text{W/cm}^2 .
\]

With \(k=0.0056\) W/(cm K) and \(h=0.01\) cm,

\[
d=\frac{0.1721\times0.01}{0.0056}=0.307\ \text{K},
\]

more than twice \(\Delta T^*\). The characteristic length is \(z^*=4.485\) micrometres, and

\[
\frac1{a_{\rm app}}=\frac1{0.1}+\frac{100}{4.485}=10.0+22.3=32.3,
\qquad a_{\rm app}=0.031 .
\]

The full calculation agrees, with 0.0308. The inferred coefficient is less than a third of the true one. A film of \(z^*/a=45\) micrometres would already produce the error \(\Delta T^*\) and halve the coefficient.

Now let the true coefficient be 1, with surface temperature, vapour pressure and film thickness held fixed. Within the same model the film drop is 3.07 K. The linear formula gives \(1/(1+22.3)=0.0429\), and the full calculation 0.0393. The difference comes mainly from the curvature of the saturation curve. Differentiating \(p_s'=bp_s\) once more, with \(b\propto T^{-2}\) at constant \(L\), gives

\[
\frac{p_s''}{p_s}=b^2-\frac{2b}{T}=0.00473\ \text{K}^{-2}.
\]

The second-order term \(\tfrac12(p_s''/p_s)d^2\) is then 0.0222. It raises the apparent relative driving force from \(0.0100+0.2224=0.2324\) to 0.2546 and lowers the inferred coefficient to about 0.039.

A tenfold difference in the true coefficient thus appears as 0.0308 against 0.0393, a factor of about 1.3. Such a measurement reports mainly the thermal resistance of the film.

One may try to correct for a known film by subtracting its resistance:

\[
\frac1a=\frac1{a_{\rm app}}-\frac h{z^*} .
\]

At fixed \(a_{\rm app}\), a small thickness error \(\delta h\) changes \(1/a\) by \(-\delta h/z^*\). Since \(\delta(1/a)=-\delta a/a^2\), the relative error is \(\delta a/a=a\,\delta h/z^*\). An uncertainty of 5 micrometres then costs 11 percent at \(a=0.1\). At \(a=1\) the same expression exceeds 100 percent, which means that the small-error expansion has failed and the correction cannot determine the coefficient. The subtraction itself is only first order in the film drop. With the thickness known exactly it turns the full value 0.0308 into 0.098, close to the true 0.1, but it turns 0.0393 into about 0.3 instead of 1, because the curvature of the saturation curve is left out.

## What the estimate neglects

**Drift of the vapour.** The receding vapour has a mean speed \(u\) away from the surface, which reduces the return flux. Let \(c=\sqrt{2RT/M}\) and \(s=u/c\), and model the vapour by a Maxwell distribution shifted by \(u\). The return flux is then proportional to

\[
\int_0^\infty x\,e^{-(x+s)^2}dx
\approx\int_0^\infty x(1-2sx)\,e^{-x^2}dx
=\frac12\left(1-\sqrt\pi\,s\right).
\]

For vapour density \(\rho\) the flux at rest is \(j_v=\rho c/(2\sqrt\pi)\), so the reduction is \(j_v\sqrt\pi\,s=\rho u/2=J/2\). With \(j_s\) the impinging flux at saturation, the balance becomes

\[
J=a\left(j_s-j_v+\frac J2\right),\qquad
J=\frac{a\,(j_s-j_v)}{1-a/2}.
\]

At \(a=0.1\) the flux rises by 5.3 percent, and the film drop rises with it. At \(a=1\) the factor is 2, so the second film case is a comparison within the Hertz-Knudsen model and not a prediction. The shifted distribution is itself an approximation to the kinetic layer near the surface: a treatment that also balances momentum and energy across that layer gives about 4 percent at \(a=0.1\) and a factor of about 1.7 at \(a=1\). In this model \(\Delta T^*\) is unchanged, because the flux still vanishes at \(p_v=p_s\).

**Vapour temperature.** At fixed pressure the return flux varies as \(T_v^{-1/2}\), where \(T_v\) is the vapour temperature. Colder vapour is denser and returns more molecules. It cancels the emission when \((1-e)\sqrt{T/T_v}=1\), or \(T_v=(1-e)^2T\). That is a cooling of 5.44 K, about 39 times the equivalent error of the surface temperature. Vapour that cold would be supersaturated by a factor of about 1.5, so the figure is a measure of sensitivity and not a stable state. A change of about 0.55 K in \(T_v\) alters the flux by 10 percent. The vapour thermometer may therefore be much coarser than the surface thermometer.

**Nonideal vapour.** With a rough second virial coefficient of −1800 cm\(^3\)/mol, the slope \(b\) increases by 0.05 percent, which is negligible here.

**Heat carried by the liquid.** Let \(y\) be the depth and \(c_p\) the specific heat, about 4.2 J/(g K). Liquid moving towards the surface obeys \(kT''+Jc_pT'=0\), with \(T'(0)=q/k\). Hence \(T'=(q/k)e^{-Jc_py/k}\), and integration over the film gives

\[
d=\frac{q}{Jc_p}\left(1-e^{-Jc_ph/k}\right)
\approx\frac{qh}{k}\left(1-\frac{Jc_ph}{2k}\right).
\]

At \(a=0.1\) the correction is −0.026 percent, so the linear profile is adequate.

**Heat from the vapour side.** A black wall at 293 K would radiate a net 0.0102 W/cm\(^2\) to a black water surface. Conduction across 10 mm of still vapour adds 0.0034 W/cm\(^2\). Together they are 7.9 percent of the heat consumed at \(a=0.1\). This is an upper estimate, because the vapour streaming away from the surface reduces the conducted part by about a third. If all this heat is absorbed at the surface, the film drop falls by the same percentage, from 0.307 K to about 0.28 K.

**Convection in the film.** The colder surface has the higher surface tension, which can drive Marangoni flow. The relevant number is \(|d\gamma/dT|\,d\,h/(\eta\kappa)\), with surface tension \(\gamma\), viscosity \(\eta\) and thermal diffusivity \(\kappa\). It is about 19 at \(a=0.1\). For an insulating free surface that stays flat, cellular flow sets in at roughly 80 on a conducting base and at 48 on a poorly conducting one. A film this thin also has a long-wave mode that deforms the surface, with onset \(\tfrac23\rho_l g h^3/(\eta\kappa)\approx27\), where \(\rho_l\) is the liquid density and \(g\) the acceleration of gravity. An evaporating surface is not insulating: a warmer spot evaporates faster and is cooled, which damps the disturbance. The strength of this cooling is the Biot number \(ah/z^*\), about 2.2 here; on a conducting base it raises the two onsets to about 160 and 90. At \(a=1\) the drop, and hence the number, is ten times larger, about 190, but the Biot number is about 22 and the onsets rise to about 790 and 620. Within the Hertz-Knudsen model a uniform film is therefore below these onsets in both cases; flow driven by lateral temperature differences, such as those at the rim of a real cell, is not covered by this comparison. Buoyancy does not drive flow in either case: in so thin a film the Rayleigh number is below 0.01, whereas convection needs a value of several hundred or more.

## The real measurement

The pressure and temperature are those of water near its triple point, and the material properties are typical to the accuracy needed. Reported evaporation coefficients of water spread roughly from 0.01 to 1, so the chosen 0.1 lies inside the disputed range. In the estimate, a reading 0.3 K too high lowers a coefficient of 0.1 to about 0.03, and one 0.1 K too low raises it to 0.36. Temperature errors of this size can thus account for part of such a spread; the estimate does not show that they caused any particular reported value.

A fine thermocouple bead is some tens of micrometres across, comparable with the 45 micrometres of liquid that halve the coefficient at \(a=0.1\). It therefore averages over a temperature difference of the order of the driving force. Real cells also depart from the assumption that all heat arrives through the film. For the wall and gap considered here, that changes the film drop by up to 8 percent, far less than the threefold error in the coefficient.

The pressure gauge faces an equally strict demand. An error of 0.0460 Torr, one percent of the reading, also equals the driving force. Dissolved matter acts in the same way: in an ideal solution, one mole percent of an involatile solute lowers the saturation pressure by one percent. Near saturation, a useful coefficient therefore requires that errors in the vapour pressure, the purity and the temperature of the surface itself each change the pressure difference by only a small fraction of its value.

## Values computed for the example and the checks

```
Surface temperature: 273.15 K
Saturation pressure (rough input): 4.60 Torr
Latent heat (rough input): 45.0 kJ/mol
Molar mass: 18.015 g/mol
Liquid conductivity (rough input): 0.56 W/(m K)
Relative pressure deficit: 1.0 percent
Pressure deficit: 0.0460 Torr
Slope of ln p_sat: 7.254 percent/K
Equivalent temperature error, formula: 0.1379 K
Equivalent temperature error, full root: 0.1385 K
Same for 10 percent deficit, full root: 1.444 K
True coefficient (chosen): 0.10
Evaporation mass flux: 0.0689 mg/(cm2 s)
Heat flux drawn from liquid: 0.1721 W/cm2
Thermometer error -0.2000 K: inferred coefficient -0.2264
Thermometer error -0.1000 K: inferred coefficient 0.3610
Thermometer error -0.0500 K: inferred coefficient 0.1568
Thermometer error +0.0500 K: inferred coefficient 0.0734
Thermometer error +0.1379 K: inferred coefficient 0.0499
Thermometer error +0.2000 K: inferred coefficient 0.0407
Error making coefficient 10 percent too high: -0.0125 K
Error making coefficient 10 percent too low: +0.0153 K
Film thickness (chosen): 100 micrometres
Length z*: 4.485 micrometres
Film thickness giving error dT*: 44.9 micrometres
Ceiling z*/h on inferred coefficient: 0.0449
True coefficient 0.1: temperature drop over film 0.307 K
  inferred, full model 0.0308; linear formula 0.0310
True coefficient 1.0: temperature drop over film 3.066 K
  inferred, full model 0.0393; linear formula 0.0429
Drift correction to flux: +5.26 percent
Vapour cooling that cancels net flux: 5.44 K
Virial coefficient (rough input): -1800 cm3/mol
Nonideal vapour, change of slope: +0.049 percent
Moving liquid, change of film drop: -0.026 percent
Wall temperature (chosen): 293 K; gap 10 mm
Radiation from black wall: 0.0102 W/cm2
Conduction through vapour: 0.0034 W/cm2
Both, share of heat flux: 7.9 percent
Marangoni number, true coefficient 0.1: 19 (no unit)
```
